# Ham Reduction in the Linear T ⊗ e Jahn-Teller Problem

## A splitting that shrinks and one that does not

Take a model deep level with an orbital triplet, spin one half and a spin-orbit constant of 2 meV. With the atoms held in the cubic arrangement, spin-orbit coupling splits the level by 3.000 meV. Let the triplet interact with one pair of vibrations of energy 30 meV, with a Jahn-Teller energy of 30 meV, and the lowest splitting falls to 0.681 meV. With the spin-orbit term left out, a tetragonal strain that acts only on the electrons and splits the rigid triplet by 7.500 meV still splits it by 7.500 meV. The same vibrations remove about three quarters of one splitting and nothing of the other.

The parameters are round and belong to no particular material. Energies are in meV, the natural scale of phonons and of these splittings.

## Two wells on a line

The mechanism already appears with two orbitals, $a$ and $b$, and one oscillator. Let $Q$ be its coordinate, $M$ its mass and $\omega$ its angular frequency. With $q=Q\sqrt{M\omega/\hbar}$ and $p=-i\,\partial/\partial q$, let the orbitals push the oscillator in opposite directions:

$$H=\hbar\omega\left[\tfrac12(p^2+q^2)+\kappa q\,(|a\rangle\langle a|-|b\rangle\langle b|)\right].$$

In orbital $a$ the potential is $\frac12q^2+\kappa q=\frac12(q+\kappa)^2-\frac12\kappa^2$, in units of $\hbar\omega$. In orbital $b$ the sign of $\kappa$ is reversed. The minima are at $\mp\kappa$, a distance $2\kappa$ apart, and each is lowered by $E_R=\frac12\kappa^2\hbar\omega$.

Now add a weak term $w(|a\rangle\langle b|+|b\rangle\langle a|)$. It changes the orbital but does not move the atoms, so its matrix element between the two ground states contains the overlap of two displaced Gaussians. In one dimension a ground state centred at $c$ is $\pi^{-1/4}e^{-(q-c)^2/2}$. For centres $c$ and $c'$,

$$(q-c)^2+(q-c')^2=2\left(q-\tfrac{c+c'}2\right)^2+\tfrac12(c-c')^2 .$$

Half of this stands in the exponent of the product. The first term integrates to one with the normalization, and the second leaves

$$\langle 0_c|0_{c'}\rangle=e^{-(c-c')^2/4}.\tag{1}$$

Here the overlap is $e^{-\kappa^2}=e^{-2E_R/\hbar\omega}$, and the splitting $2w$ becomes $2w\,e^{-2E_R/\hbar\omega}$ to first order in $w$. An operator diagonal in $a,b$ compares a vibrational state with itself, and its overlap is one.

Limits: at $\kappa=0$ the full splitting $2w$ returns. At large $\kappa$ it tends to zero, because the two displaced Gaussians hardly overlap. The triplet needs the same calculation with the correct distance between wells.

## Three orbitals and an e pair

Let the orbitals $x,y,z$ form a triplet at a cubic or tetrahedral site, and let $q_\theta,q_\epsilon$ transform as $(2z^2-x^2-y^2)/2$ and $\sqrt3(x^2-y^2)/2$. Half-turns about the cubic axes leave both coordinates unchanged but reverse two of the three orbitals. An element such as $|x\rangle\langle y|$ changes sign under two of these half-turns, so it cannot multiply $q_\theta$ or $q_\epsilon$. The linear coupling is diagonal.

Its three diagonal entries follow the same two functions evaluated along the axes:

$$E_\theta=\mathrm{diag}(-\tfrac12,-\tfrac12,1),\qquad E_\epsilon=\mathrm{diag}(\tfrac{\sqrt3}2,-\tfrac{\sqrt3}2,0).$$

The model is

$$H_0=\hbar\omega\left[\tfrac12(\mathbf p^2+\mathbf q^2)+k(q_\theta E_\theta+q_\epsilon E_\epsilon)\right].\tag{2}$$

It assumes linear coupling, harmonic vibrations with the same frequency in every orbital, and no coupling to $t_2$ vibrations, which would bring in off-diagonal elements.

For orbital $i$ the coupling is $k\,\mathbf e_i\cdot\mathbf q$, with

$$\mathbf e_x=(-\tfrac12,\tfrac{\sqrt3}2),\quad \mathbf e_y=(-\tfrac12,-\tfrac{\sqrt3}2),\quad \mathbf e_z=(1,0).$$

Each has length one, since $\frac14+\frac34=1$, and $\mathbf e_x\cdot\mathbf e_y=\frac14-\frac34=-\frac12$, as for the other two pairs. The vectors are 120° apart. Completing the square gives

$$U_i(\mathbf q)=\hbar\omega\,\tfrac12|\mathbf q+k\mathbf e_i|^2-E_{JT},\qquad E_{JT}=\tfrac12k^2\hbar\omega .\tag{3}$$

The bottoms lie at $\mathbf q_i=-k\mathbf e_i$. The one for orbital $z$ has $q_\epsilon=0$, so $x$ and $y$ remain equivalent and the distortion is tetragonal about $z$. The sign of $k$ decides between elongation and compression. The other two wells are tetragonal about $x$ and $y$.

The lowest potential sheet has no further minima. Where one paraboloid is strictly lowest, a minimum must be its own bottom. Where several touch, a minimum of the lowest sheet would have to be a minimum of each touching paraboloid, and their bottoms are at different points.

The squared distance between wells is

$$|\mathbf q_i-\mathbf q_j|^2=k^2(1+1-2\,\mathbf e_i\cdot\mathbf e_j)=3k^2=\frac{6E_{JT}}{\hbar\omega}.\tag{4}$$

In the example $E_{JT}/\hbar\omega=1$, so $k=\sqrt2=1.414$ and the separation is $\sqrt6=2.449$. Numerical minimization of the lowest sheet finds three minima at these distances, each at $-30$ meV.

## A barrier without tunnelling

Two paraboloids $U_i$ and $U_j$ are equal on the perpendicular bisector of the line joining their bottoms. The lowest point of that bisector is the midpoint, at squared distance $3k^2/4$ from either bottom. Its energy is

$$\hbar\omega\left(\tfrac12\cdot\tfrac34k^2-\tfrac12k^2\right)=-\tfrac18k^2\hbar\omega=-\tfrac14E_{JT}.$$

The third paraboloid is higher there. The midpoint is $-\frac k2(\mathbf e_i+\mathbf e_j)=\frac k2\mathbf e_l$, since the three vectors add to zero. This is $\frac32k$ from the third bottom, which gives $U_l=\hbar\omega(\frac98-\frac12)k^2=\frac54E_{JT}$. The barrier along the lowest sheet is therefore $\frac34E_{JT}$, or 22.5 meV in the example, with its top at $-7.5$ meV. On a grid, the region below a chosen energy has three separate parts just under this value and one connected part just above it.

The ground level is not where this barrier might suggest. Equation (2) commutes with each projector $|i\rangle\langle i|$, so the orbital label is conserved, and the eigenstates are oscillator states of a single well:

$$E_n=-E_{JT}+\hbar\omega(n+1),\qquad \text{degeneracy }3(n+1).\tag{5}$$

The one in $n+1$ is the zero-point energy of two modes, $n$ quanta can be shared between them in $n+1$ ways, and there are three wells. In the example the ground level is at $-30+30=0$ meV, above the barrier top. Even so, its three states do not mix. At the crossing the lowest sheet changes its orbital, and nothing in $H_0$ changes the orbital of the electron. The absence of tunnelling comes from this conservation law, not from the height of the barrier.

Limit: at $k=0$ the wells merge, and equation (5) describes a free triplet with a two-dimensional oscillator, as it should.

## First order: the Ham factor

Let $O$ be an operator that acts on the electrons and not on $\mathbf q$. The ground states are $|i\rangle|0_i\rangle$, with the Gaussian centred at $\mathbf q_i$. The two-dimensional overlap is a product of two factors of the form (1), whose exponents add to $-|\mathbf q_i-\mathbf q_j|^2/4$. With equation (4),

$$\gamma=\langle0_i|0_j\rangle=\exp\left(-\frac{3E_{JT}}{2\hbar\omega}\right)\qquad(i\ne j).\tag{6}$$

The operator projected on the ground triplet is thus

$$\langle i,0_i|O|j,0_j\rangle=O_{ij}\left[\delta_{ij}+\gamma(1-\delta_{ij})\right].\tag{7}$$

Diagonal elements survive in full and off-diagonal ones are multiplied by $\gamma$. The coefficient is $\frac32$, where the two-well model had 2, because the squared separation is $3k^2$ instead of $4\kappa^2$: two of three directions at 120° are less opposed than two opposite ones.

For the example $\gamma=e^{-1.5}=0.2231$, and quadrature of the Gaussians at the numerically found minima gives the same value.

**Spin-orbit coupling.** Within the triplet, orbital angular momentum acts as an effective $L=1$; its orbital factor and sign are absorbed in $\lambda$. In the real basis $(L_a)_{bc}=-i\epsilon_{abc}$, where $\epsilon_{abc}$ is the antisymmetric symbol, so $\lambda\mathbf L\cdot\mathbf S$ has no orbital-diagonal element. With $J$ the total angular momentum of $L=1$ and $S=\frac12$,

$$\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-2-\tfrac34\right]=\begin{cases}+\frac12,&J=\frac32\\-1,&J=\frac12.\end{cases}$$

The bare quartet-doublet splitting is $\frac32\lambda$. Every element is multiplied by the same $\gamma$, so the pattern stays and the splitting becomes

$$\Delta_{SO}^{(1)}=\tfrac32\lambda\gamma .\tag{8}$$

For $\lambda=2$ meV this is $3.000\times0.2231=0.669$ meV, most of the way to the 0.681 meV of the opening.

**Trigonal strain.** A strain along a cube diagonal treats the three axes alike. Apart from a common shift it acts as $\tau T$, where $T$ has zeros on the diagonal and ones elsewhere. The symmetric combination of orbitals has $T=2$, and the two combinations orthogonal to it have $T=-1$. The splitting is

$$\Delta_{tri}^{(1)}=3\tau\gamma,\tag{9}$$

again 0.669 meV for $\tau=1$ meV, against 3.000 meV without vibrations.

**Tetragonal strain.** The term $tE_\theta$ commutes with every projector $|i\rangle\langle i|$. It raises well $z$ by $t$ and lowers the other two by $t/2$, so the lowest levels of the wells are separated by $\frac32t$ for any $t$, not just to first order. With $t=5$ meV this is the unchanged 7.500 meV. Once $\frac32|t|$ exceeds $\hbar\omega$, excited vibrational levels lie between them.

So far strain has meant its direct action on the electrons at fixed $\mathbf q$. A tetragonal strain may also push the oscillators with a force common to all orbitals, $\hbar\omega\,\mathbf F\cdot\mathbf q$. Completing the square again, the bottom of well $i$ moves to $-(k\mathbf e_i+\mathbf F)$ and its energy becomes

$$-\tfrac12\hbar\omega|k\mathbf e_i+\mathbf F|^2=-E_{JT}-\hbar\omega k\,\mathbf e_i\cdot\mathbf F-\tfrac12\hbar\omega F^2 .$$

The middle term has the form of a tetragonal strain and changes the effective $t$. All wells move by the same vector, so their separations and $\gamma$ are untouched.

## A check that does not use the wells

The formulas were compared with diagonalization of the full Hamiltonian in oscillator states centred at $\mathbf q=0$, which contain no information about the displaced minima. To isolate first order, the signed splitting was computed for $+\lambda$ and $-\lambda$. Half the difference keeps odd powers of $\lambda$, and half the sum keeps even powers. For a small enough $\lambda$ the odd part is the linear term.

For $E_{JT}/\hbar\omega=0,\ 0.5,\ 1,\ 2$ the spin-orbit reduction factors are 1.0000, 0.4724, 0.2231 and 0.0498. They agree with equation (6) within the asserted relative tolerance of $2\times10^{-4}$, and so do those for trigonal strain. The zero-coupling case shows that without displacement there is no reduction. The last case shows how quickly it grows: doubling $E_{JT}$ squares $\gamma$.

## Second order: through excited vibrations

The first-order value for $\lambda=2$ meV is still 1.7 percent below the full splitting. An off-diagonal operator can also take the system from well $i$ to an excited vibrational state of well $k$, and then back to $i$ or on to the third well $j$. The orbital label $k$ is unrelated to the coupling constant $k$.

The overlaps with excited states are needed. Take one dimension first and put the origin at the intermediate well. A Gaussian displaced by $d$ satisfies $\phi'=-(q-d)\phi$, so the lowering operator $A=(q+d/dq)/\sqrt2$ gives

$$A\phi=\frac{d}{\sqrt2}\,\phi\equiv\alpha\phi .$$

Write $\phi=\sum_nc_n|n\rangle$. Since $A|n\rangle=\sqrt n\,|n-1\rangle$, comparison of coefficients gives $\sqrt{n+1}\,c_{n+1}=\alpha c_n$, hence $c_n=c_0\alpha^n/\sqrt{n!}$. Equation (1) supplies $c_0=e^{-d^2/4}=e^{-\alpha^2/2}$.

In two dimensions let $\boldsymbol\alpha$ and $\boldsymbol\beta$ be the displacements of the initial and final wells from the intermediate one, divided by $\sqrt2$. The product of overlaps, summed over all states with $N$ quanta, is

$$e^{-(\alpha^2+\beta^2)/2}\sum_{n=0}^{N}\frac{(\alpha_1\beta_1)^n(\alpha_2\beta_2)^{N-n}}{n!\,(N-n)!}
=e^{-(\alpha^2+\beta^2)/2}\,\frac{(\boldsymbol\alpha\cdot\boldsymbol\beta)^N}{N!},$$

by the binomial theorem. From equation (4), $\alpha^2=\beta^2=3E_{JT}/\hbar\omega\equiv X$. For a return to the same well $\boldsymbol\alpha\cdot\boldsymbol\beta=X$. For a path to the third well the displacements are two sides of an equilateral triangle, 60° apart, and $\boldsymbol\alpha\cdot\boldsymbol\beta=X/2$.

Each path has the energy denominator $-N\hbar\omega$. The term $N=0$ belongs to the ground triplet and is excluded. With

$$G(y)=\sum_{N=1}^{\infty}\frac{y^N}{N\,N!},\qquad f_b=e^{-X}G(X),\qquad f_a=e^{-X}G(X/2),$$

the second-order operator for a purely off-diagonal $O$ is

$$H^{(2)}_{ii}=-\frac{f_b}{\hbar\omega}(O^2)_{ii},\qquad H^{(2)}_{ij}=-\frac{f_a}{\hbar\omega}(O^2)_{ij}\quad(i\neq j).\tag{10}$$

For spin-orbit coupling, $(\mathbf L\cdot\mathbf S)_{xy}(\mathbf L\cdot\mathbf S)_{yx}=(-iS_z)(iS_z)=S_z^2=\frac14$. There are two intermediate wells, so the orbital-diagonal part of $(\mathbf L\cdot\mathbf S)^2$ is $\frac12$, and

$$H^{(2)}_{SO}=-\frac{\lambda^2}{\hbar\omega}\left\{\tfrac12f_b+f_a\left[(\mathbf L\cdot\mathbf S)^2-\tfrac12\right]\right\}.$$

The square is $\frac14$ in the quartet and 1 in the doublet, so the square bracket is $-\frac14$ and $+\frac12$. The quartet-doublet splitting therefore gains

$$\Delta^{(2)}_{SO}=+\frac{3\lambda^2f_a}{4\hbar\omega}.\tag{11}$$

Weighted by four and two states, the bracket averages to zero, and the mean level moves by $-\lambda^2f_b/(2\hbar\omega)$.

For trigonal strain each diagonal element of $T^2$ is 2 and each off-diagonal one is 1, so $T^2=2+T$. Equation (10) gives $-(\tau^2/\hbar\omega)(2f_b+f_aT)$. The eigenvalues of $T$ differ by 3, and the splitting changes by $-3\tau^2f_a/\hbar\omega$. The even parts of the numerical splittings, and the mean spin-orbit shift, were tested against these results.

In the example $X=3$ and $f_a=0.1154$. For $\lambda=2$ meV,

$$\Delta^{(2)}_{SO}=\frac{3\times4\times0.1154}{4\times30}=0.0115\ \text{meV}.$$

The sum of both orders is 0.681 meV, as in the full diagonalization; this is 25.0 microhartree. For $\tau=1$ meV the correction has the same size and the opposite sign, and the full trigonal splitting is 0.658 meV.

## How far the first-order law reaches

Divide equation (11) by equation (8):

$$\frac{\Delta^{(2)}_{SO}}{\Delta^{(1)}_{SO}}=\frac{\lambda f_a}{2\hbar\omega\gamma}.$$

At weak coupling $G(X/2)\to X/2$, so $f_a$ and the ratio vanish with $X$. A small ratio is not enough by itself: the expansion also assumes a splitting well below $\hbar\omega$. When $\frac32\lambda\gamma$ approaches $\hbar\omega$, the upper level meets the one-quantum states built on the lower one and mixes with them, and neither order describes the result. At strong coupling use $G'(y)=(e^y-1)/y$, which gives $G(y)\to e^y/y$ for large $y$. Since $\gamma=e^{-X/2}$,

$$f_a\to e^{-X}\,\frac{e^{X/2}}{X/2}=\frac{2\gamma}{X},\qquad \frac{\Delta^{(2)}_{SO}}{\Delta^{(1)}_{SO}}\to\frac{\lambda}{X\hbar\omega}=\frac{\lambda}{3E_{JT}}.$$

The denominator has a direct meaning. At the bottom of one well the other two sheets lie higher by $\frac12(3k^2)\hbar\omega=3E_{JT}$, the energy of an orbital change with the atoms at rest. At strong coupling the second-order splitting for spin one half is therefore small beside the first when $\lambda\ll3E_{JT}$. This condition is necessary for the first-order law, but it is not shown to be sufficient: third and higher orders, not derived here, can restrict $\lambda$ further. The second-order splitting carries the same small factor $\gamma$ and does not overtake the first merely because $\gamma$ is small.

A larger constant, $\lambda=10$ meV, shows the loss of accuracy at $X=3$. First order gives 3.35 meV, second order adds 0.29 meV, and the full result is 3.61 meV. The first-order value is 7.2 percent below the full one. The sum of both orders, 3.64 meV, is slightly too high, and the difference is the effect of higher orders.

For $S\ge1$ the situation changes. The diagonal part of $(\mathbf L\cdot\mathbf S)^2$ in well $i$ is the sum of $S_a^2$ over the two axes other than $i$, or $S(S+1)-S_i^2$. Equation (10) then contains the axial spin splitting $+(\lambda^2f_b/\hbar\omega)S_i^2$. At strong coupling $f_b\to1/X$, and its coefficient tends to $\lambda^2/(3E_{JT})$, with no factor $\gamma$. It can exceed the reduced first-order coupling $\lambda\gamma$ even when $\lambda\ll3E_{JT}$. This follows from equation (10); the numerical tests cover spin one half.

## Several pairs of vibrations, and strained crystals

A defect in a solid couples to many vibrations. Suppose there are several independent e pairs, with frequencies $\omega_m$ and Jahn-Teller energies $E_m$, each coupled as in equation (2). The ground state in each well is a product over pairs, so the overlaps multiply:

$$\gamma=\prod_m e^{-3E_m/(2\hbar\omega_m)}=\exp\left(-\frac32\sum_m\frac{E_m}{\hbar\omega_m}\right).$$

One pair recovers equation (6). For a given total $\sum_mE_m$, soft vibrations reduce the coupling more, because the displacement is larger relative to the zero-point width.

The contrast between diagonal and off-diagonal operators also decides what a slightly strained sample shows. In the example an off-diagonal spin-orbit element has magnitude $\frac12\lambda\gamma=0.22$ meV. A tetragonal strain with $t<0$ lowers well $z$ alone. If its unreduced splitting is much larger than this element, the lowest states stay close to that single well, and the centre then looks statically distorted. For $t>0$, as in the example, wells $x$ and $y$ remain degenerate and lowest, and the element $-i\lambda\gamma S_z$ still mixes them equally; a strain component of the form $E_\epsilon$ is needed to separate them. When the strain splitting is much smaller, the level pattern is nearly cubic, with a reduced quartet-doublet splitting. The doublet then contains the three wells almost equally. The quartet is split slightly, into a pair of states shared by wells $x$ and $y$ and a pair with about two thirds of its weight in well $z$.

All these statements concern temperatures at which only the ground triplet is occupied. The overlaps of excited vibrational states depend on the direction of the excitation and in general differ from $\gamma$, so $\gamma$ alone does not describe them. Coupling to $t_2$ vibrations, or frequencies that depend on the orbital, changes the model itself: the first removes the conserved orbital label, and the second replaces the equal Gaussians behind equation (6). The numerical output lists the values for the example and for the other coupling strengths.

## Computed values

```
phonon energy hbar omega = 30.0 meV
Jahn-Teller energy E_JT = 30.0 meV
coupling k = 1.4142 (dimensionless)
minimum of orbital x: q_theta = 0.7071, q_eps = -1.2247 (dimensionless)
minimum of orbital z: q_theta = -1.4142, q_eps = 0.0000 (dimensionless)
minimum of orbital y: q_theta = 0.7071, q_eps = 1.2247 (dimensionless)
separation of minima = 2.4495 (dimensionless)
energy at minima = -30.000 meV
energy at saddle = -7.500 meV
barrier = 22.500 meV
basins below / above saddle = 3 / 1
ground vibronic level = -0.000 meV
overlap by quadrature = 0.22313
Ham factor gamma = 0.22313
second-order sums: f_a = 0.11544, f_b = 0.41114
spin-orbit constant lambda = 2.0 meV
  bare splitting = 3.000 meV
  first-order splitting = 0.6694 meV
  second-order addition = 0.0115 meV
  first plus second order = 0.6809 meV
  full diagonalization = 0.6808 meV
  first-order error = -1.67 percent
spin-orbit constant lambda = 10.0 meV
  bare splitting = 15.000 meV
  first-order splitting = 3.3470 meV
  second-order addition = 0.2886 meV
  first plus second order = 3.6355 meV
  full diagonalization = 3.6052 meV
  first-order error = -7.16 percent
full splitting at lambda = 2.0 meV: 25.02 microhartree
trigonal strain tau = 1.0 meV, bare splitting = 3.000 meV
  first-order splitting = 0.6694 meV
  second-order addition = -0.0115 meV
  full diagonalization = 0.6577 meV
tetragonal strain t = 5.0 meV, bare splitting = 7.500 meV
  full diagonalization = 7.5000 meV
reduction factors: E_JT/(hbar omega), formula, spin-orbit, trigonal
  0.0  1.00000  1.00000  1.00000
  0.5  0.47237  0.47237  0.47236
  1.0  0.22313  0.22313  0.22313
  2.0  0.04979  0.04979  0.04979
```
